# Why wetting water can stop where a pore widens

## Two pressures of opposite sign

Water with a contact angle of 70° fills a straight round throat of radius 1 nm. Capillarity drives it forward with 49.3 MPa. The throat then opens into a cone whose wall leans 35° away from the axis. The wall material, the water and the contact angle are unchanged, yet a meniscus moving on the first part of the cone is driven by −37.3 MPa: it is pushed back. At the edge the radius is still 1 nm, so the change of sign must come from the direction of the wall.

The pore is round, rigid and smooth, and water enters from its narrow side. The contact angle $\theta$ is measured through the water, with $0<\theta<90^\circ$, and for an advancing line it is the advancing angle. The cone half-angle $\alpha$ is positive when the pore widens ahead of the water, with $0<\alpha<90^\circ$. The contact line has radius $r$, and $\gamma$ is the surface tension. Motion is slow, gravity is neglected, gas can escape ahead of the meniscus, and no water film runs ahead of it. Until stated otherwise, the water supply and the gas are at equal pressure.

## First contribution: the gain from wetting the wall

Replacing dry wall by wet wall changes the energy per area by $\gamma_{sl}-\gamma_{sv}$, the difference between the solid–liquid and solid–vapour values. Young's equation, $\gamma_{sv}-\gamma_{sl}=\gamma\cos\theta$, turns this into $-\gamma\cos\theta$. The surface energy, apart from a constant, is therefore

$$F=\gamma A_{\rm cap}-\gamma\cos\theta\,A_{\rm wall},$$

where $A_{\rm cap}$ is the area of the meniscus and $A_{\rm wall}$ is the wetted area.

Let the contact line advance by $ds$ along the wall. It wets a ring of area $2\pi r\,ds$, so

$$dF_{\rm wall}=-2\pi r\gamma\cos\theta\,ds .$$

For $\theta<90^\circ$ this is negative, and it favours advance whatever the slope of the wall. In a straight pore it is the whole story, because the meniscus keeps its size.

## Second contribution: the cost of a larger meniscus

In a widening pore the meniscus must grow. At equal pressures, the best surface on a given contact circle is the flat disc: projecting any other spanning surface onto the plane of the circle covers the disc and cannot increase the area. The cap area is then $\pi r^2$. A step $ds$ along the wall raises the radius by $dr=\sin\alpha\,ds$, so

$$dF_{\rm cap}=\gamma\,d(\pi r^2)=2\pi r\gamma\,dr=2\pi r\gamma\sin\alpha\,ds .$$

Adding the two contributions gives

$$\frac{dF}{ds}=2\pi r\gamma(\sin\alpha-\cos\theta).$$

Advance costs energy when $\sin\alpha>\cos\theta$. Since $\cos\theta=\sin(90^\circ-\theta)$ and the sine rises between 0 and 90°, this means

$$\alpha>90^\circ-\theta,\qquad\text{or}\qquad \theta+\alpha>90^\circ .$$

In the example the gain is $\cos70^\circ=0.342$ and the cost is $\sin35^\circ=0.574$, both in units of $2\pi r\gamma$ per length of wall. The water still gains energy by wetting the wall, but it pays more for the new meniscus. This is why a contact angle below 90° does not by itself guarantee entry.

## The driving pressure

The energy slope gives the sign of the drive. The pressure follows from a force balance on the meniscus, for which its angle to the axis is needed.

Stand at the contact line and look back along the wall into the wetted part. This direction is tilted by $\alpha$ from the backward axis, towards the centre of the pore. The water surface lies a further angle $\theta$ towards the centre. The angle between the meniscus and the backward axis is therefore

$$\phi=\theta+\alpha .$$

A value $\phi=90^\circ$ means a flat meniscus. A smaller value means that its centre lags behind the rim, and a larger one that its centre bulges forward.

Now take the meniscus itself as the body in balance. At its rim the surface is pulled outward along its own tangent, with force $\gamma$ per length. The forward component is $\gamma\cos\phi$, which gives $2\pi r\gamma\cos\phi$ around the circle. The water pressure $p_l$ pushes forward on the projected area $\pi r^2$, and the gas pressure $p_g$ pushes backward on it. Hence

$$\pi r^2(p_l-p_g)+2\pi r\gamma\cos\phi=0 .$$

Dividing by $\pi r^2$ and rearranging,

$$p_{\rm drive}\equiv p_g-p_l=\frac{2\gamma\cos(\theta+\alpha)}{r}.$$

If this is positive, the water just behind the meniscus is at a lower pressure than the supply, and water flows forward. If it is negative, the supply must be pressurised to hold the meniscus on the cone. In a slow displacement the work $(p_l-p_g)\,dV$ goes into surface energy, so $p_{\rm drive}=-dF/dV$ along this sequence of balanced menisci.

The pull at the rim can itself be split into two parts. Along the wall it is $\gamma\cos\theta$, directed forward. Perpendicular to the wall it is $\gamma\sin\theta$, directed into the solid. When the wall opens, that perpendicular direction tilts backward. The axial components are the two terms of

$$\cos(\theta+\alpha)=\cos\theta\cos\alpha-\sin\theta\sin\alpha .$$

With $\gamma=72$ mN/m and $r_0=1$ nm, the scale $2\gamma/r_0$ is 144 MPa. The contributions at the start of the cone are

- along the wall: $144\times0.342\times0.819=+40.3$ MPa;
- perpendicular to the wall: $-144\times0.940\times0.574=-77.6$ MPa.

Their sum is −37.3 MPa. In the straight throat the perpendicular pull has no axial part, and what remains is $144\times0.342=49.3$ MPa.

The factors $\sin\alpha-\cos\theta$ and $-\cos(\theta+\alpha)$ are not equal, because they describe different menisci. The first belongs to a flat meniscus at equal pressures, whose contact line is out of balance on the cone. The second belongs to a meniscus that meets the wall at $\theta$ and is held by a pressure difference. Both change sign at $\theta+\alpha=90^\circ$.

## Where the water stops

The drive contains $1/r$ as well as the cosine. In a cone of constant $\alpha$ the radius changes the size of the drive but not its sign. At equal pressures the water therefore does not halt partway along such a cone. If $\theta+\alpha>90^\circ$, it halts where the cone begins.

At that edge the contact line can rest while the meniscus turns. It moves onto the cone when its angle with the cone wall, $\phi-\alpha$, reaches $\theta$. It retreats into the throat when $\phi$ falls below $\theta$, if advancing and receding angles are equal. Between these limits,

$$\theta\le\phi\le\theta+\alpha ,$$

the line stays at the edge. The range here is 70° to 105°. It contains 90°, the flat meniscus, for which the pressure difference is zero. Arriving water thus flattens its meniscus from 70° to 90°, the drive falls from 49.3 MPa to zero, and the water rests. The energy rises in both directions: going back gives up wetted throat wall, and going forward enlarges the meniscus too much. A receding angle below the advancing one makes retreat harder still.

A rounded edge shows the same rule without a corner. Let the wall follow a circular arc of radius $R=2$ nm, starting parallel to the axis. Where its slope angle is $\alpha$, the depth and pore radius are

$$x=R\sin\alpha,\qquad r=r_0+R(1-\cos\alpha).$$

The energy slope derived above holds with the local $\alpha$. It is negative at first, vanishes at $\alpha=90^\circ-\theta=20^\circ$, and is positive beyond, so this point is a minimum. The water stops at $x=2\times0.342=0.684$ nm, where $r=1+2(1-0.940)=1.12$ nm.

Three limits show the reach of the formula:

- For $\alpha\to0$ it returns the straight-pore result $2\gamma\cos\theta/r$.
- For $\alpha\to90^\circ$ the pore opens onto a flat face, and the drive tends to $-2\gamma\sin\theta/r$. Any $\theta$ between 0 and 90° then gives a stop at the outlet.
- If water enters the same cone from its wide end, the wall leans the other way and $\alpha$ is replaced by $-\alpha$. At $r=1$ nm the drive is $144\cos35^\circ=118$ MPa. With material and radius held fixed, the cone admits water from one side and stops it from the other.

## Pushing past the edge

Suppose the supply is pressurised above the gas. At the edge the balance requires an excess pressure $-2\gamma\cos\phi/r_0$, which grows as the meniscus bulges from 90° towards 105°. The line lets go at the upper limit, so the breakthrough pressure is

$$P_b=-\frac{2\gamma\cos(\theta+\alpha)}{r_0}=144\times0.2588=37.3\ {\rm MPa},$$

or 368 atm. This is the mechanical limit, at which no energy barrier is left; at this scale thermal motion can carry the meniscus over at a lower pressure, as estimated below. Farther along the cone the angle stays at 105° while $r$ grows. At the mouth, where $r_1=2$ nm, the resistance has halved to 18.6 MPa. The sharp edge is the hardest place, and a pressure that passes it carries the water through the rest of the cone. Rounding the edge lowers the breakthrough pressure, because the wall reaches its full slope only at a larger radius. If the 2 nm arc used above leads smoothly into the same cone, the full slope is reached at $r=1.36$ nm, and the breakthrough pressure is 27.4 MPa.

## A different stop: suction in a gentle cone

If $\theta+\alpha<90^\circ$, the cone itself does not stop the water at equal pressures. A stop partway then needs an opposing pressure, which unsaturated vapour can supply.

Let the water in the pore now be cut off from the liquid supply, so that it exchanges molecules only with vapour at relative humidity $h$. A supply still connected at the gas pressure would feed the meniscus and prevent the equilibrium described here. For an ideal vapour, the chemical potential lies below its saturation value by $RT\ln(1/h)$. Nearly incompressible water of molar volume $V_m$ reaches the same potential when its pressure lies below that of the gas by $p_s$, with $V_mp_s=RT\ln(1/h)$. Thus

$$p_s=\frac{RT}{V_m}\ln\frac1h .$$

Setting the drive equal to this suction gives the stopping radius

$$r_*=\frac{2\gamma\cos(\theta+\alpha)}{p_s}.$$

The stop is stable. At $r<r_*$ the drive exceeds the suction and the meniscus advances; at $r>r_*$ it is too weak and the meniscus retreats.

Take $\alpha=10^\circ$ and $h=0.90$, with $\theta$ still 70°. At 298.15 K and $V_m=18.07$ cm³/mol the suction is 14.45 MPa, and

$$r_*=\frac{144\times0.1736}{14.45}\ {\rm nm}=1.73\ {\rm nm}.$$

The cone must extend at least to this radius. The formula also needs $r_*>r_0$, which here means $h$ above about 83%; between about 70% and 83% the meniscus is pinned at the edge of the throat instead. As $h\to1$ the suction vanishes and $r_*$ grows without limit, so this stop belongs to the humidity as much as to the pore.

## How firmly the water is held

Return to the 35° cone at equal pressures. Beyond its mouth let there be a straight cavity of radius 2 nm. The energy needed to reach the mouth follows by integrating $dF/ds$ with $ds=dr/\sin\alpha$:

$$\Delta F=\int_{r_0}^{r_1}2\pi r\gamma\left(1-\frac{\cos\theta}{\sin\alpha}\right)dr
=\pi\gamma(r_1^2-r_0^2)\left(1-\frac{\cos\theta}{\sin\alpha}\right).$$

The two contributions can again be weighed. Enlarging the disc costs $\pi\times3\ {\rm nm^2}\times0.072\ {\rm J/m^2}=6.79\times10^{-19}$ J, or 4.24 eV. Wetting the cone returns the fraction $0.342/0.574=0.596$ of this, or 2.53 eV. The difference is 1.71 eV, about 67 times the thermal energy $kT$.

This is the barrier for a meniscus that remains round and centred. A meniscus that tilts on its way can cross at a lower energy, so 1.71 eV is an upper bound on the true barrier. For the round path the Boltzmann factor is about $10^{-29}$, which rules out thermal crossing along that path. Allowing flat menisci to tilt lowers the highest point of the path to about 1.32 eV, or 51 $kT$, which is again only an upper bound; the rate along lopsided paths is not calculated here.

An excess pressure $P$ shrinks the barrier quickly, because the quantity to be climbed becomes $F-PV$. Along the round path it is about 40 $kT$ at 10 MPa, 16 $kT$ at 18.6 MPa and under 5 $kT$ at 25 MPa. Thermal crossing therefore sets in well below $P_b$, and the pressure the edge withstands depends on how long it is applied.

Past the mouth the disc no longer grows, and each length of wetted cavity lowers the energy by $2\pi r_1\gamma\cos\theta$. The barrier is repaid after

$$\ell=\frac{\Delta F}{2\pi r_1\gamma\cos\theta}=0.89\ {\rm nm}.$$

If the cavity is longer than this, the stopped water is metastable: a lower energy lies ahead, behind a barrier.

Vapour offers a way round that barrier. A meniscus across the straight cavity has a drive of $144\times0.342/2=24.6$ MPa. Setting this equal to $p_s$ gives an equilibrium humidity of 84%. If condensation has already formed such a meniscus, it can grow above that humidity, although the liquid at the edge is still held. To push the edge meniscus itself over by vapour exchange, the water behind it would have to be cut off from the liquid supply, so that condensate cannot drain back, and the vapour would have to be supersaturated: a factor $\exp(P_bV_m/RT)=1.31$ removes the barrier entirely, and a factor of 1.20 already brings it below 5 $kT$. A stopped meniscus is therefore no proof of a dry cavity.

## Weighing what the model omits

**Line tension.** A contact line may carry an energy $\tau$ per length. This adds $2\pi r\tau$ to $F$, and hence $2\pi\tau\sin\alpha$ to $dF/ds$. The effect is the same as replacing $\cos\theta$ by

$$\cos\theta-\frac{\tau\sin\alpha}{\gamma r}.$$

For an assumed magnitude of 10 pN, the shift at the throat radius is 0.080. The sum $\theta+\alpha$ becomes 109.8° for positive $\tau$ and 100.1° for negative $\tau$. The stop survives both, but the breakthrough pressure moves to about 49 or 25 MPa. This is the largest correction in this section, though smaller than the thermal lowering of the holding pressure found above. The barrier at equal pressures moves to about 82 or 51 $kT$ on the round path, and for negative $\tau$ to at most 38 $kT$ when the meniscus tilts.

**Curvature and temperature.** Surface tension may depend on curvature, with a relative change of order $2\delta/R_c$, where $\delta$ is the Tolman length and $R_c$ the radius of curvature. At breakthrough $R_c=r_0/|\cos105^\circ|=3.86$ nm. An assumed $\delta$ of magnitude 0.1 nm then changes $\gamma$ by about 5%. The resting meniscus is flat and is not affected. Warming to 333 K, with an assumed slope of −0.16 mN/m per kelvin, lowers $\gamma$ to 66.4 mN/m. At fixed $\theta$ the breakthrough pressure becomes 34.4 MPa.

**Inertia and gravity.** Viscous flow through a filled throat of length $L=50$ nm has mean speed $v=r_0^2p_{\rm drive}/(8\eta L)$. With viscosity $\eta=0.89$ mPa s this is 0.138 m/s. The inertial pressure $\rho v^2/2$, with density $\rho=997$ kg/m³, is about 10 Pa. Gravity over the cavity diameter contributes about $4\times10^{-5}$ Pa. Neither matters beside 37 MPa.

**Molecules and wall.** Water molecules are spaced by roughly $(V_m/N_A)^{1/3}=0.31$ nm, so only about six fit across the throat. A smooth meniscus with a sharp contact angle is then an estimate, and its error is not determined here. The wall also yields: for an assumed Young modulus of 5 GPa, the throat drive corresponds to a strain of about 1%.

## Beside a real low-k film

The parameters are meant for porous organosilicate glass after plasma damage, during a wet clean. Pores there are typically one to a few nanometres across, so the throat is ordinary and the 4 nm wide cavity is on the large side. Intact films repel water because of their methyl groups. Plasma removes some of these and leaves silanol groups, which lower the contact angle; 70° is a rough value for partial damage. A uniform angle is a doubtful assumption. Near the example's values, each degree of $\theta$ changes $P_b$ by about 2.4 MPa, and at $\theta=55^\circ$ the stop disappears. Stronger damage along the whole cone could therefore let water through, whereas a ring with $\theta$ below 55° covering only the start of the cone would move the stop to the far side of the ring, where the larger radius also lowers the breakthrough pressure. Real pores are also irregular, and water films along sufficiently sharp corners would bypass the argument. Within the model, a process pressure of a few atmospheres is far too small to force the edge, provided that $\theta+\alpha$ stays well above 90° and liquid entry, not vapour, is the route considered. Slow thermal crossing is not excluded by this argument, since the barriers found above are upper bounds.
